Tunnelling in hydrogen abstraction: the Wigner factor and the crossover temperature

**Question.** A calculation for a hydrogen-abstraction reaction gives a saddle point with imaginary frequency 1000i cm⁻¹. By what factor does tunnelling raise the rate at 300 K, how does that factor scale with frequency and temperature, and at what temperature does a correction based on the curvature of the barrier top cease to make sense?

**Answer.** Wigner's formula gives a factor of 1.96 at 300 K, and the parabolic crossover temperature is 229 K. The first number needs care: 300 K is so close to the crossover that the formula's neglected terms are not small. The full parabola gives 3.5, and Eckart barriers 0.25 eV high give about 2.8 (other smooth shapes of the same height and curvature differ: 2.9 for a Gaussian, 3.1 for a cos² barrier). The reasons follow from one thermal integral.

**What the factor compares**

Treat motion along the reaction path as one-dimensional, separable from the other modes and without recrossing. The reactants are thermal at one temperature T. Let P(E) be the probability of transmission at energy E, and V₀ the barrier height seen by the reactants. The thermal flux through the barrier is

J = (1/2πħ) ∫ P(E) exp(−E/k_BT) dE.

A classical particle has P = 0 below V₀ and P = 1 above it, so its flux is

J_cl = (k_BT/2πħ) exp(−V₀/k_BT).

The tunnelling factor is κ = J/J_cl. It includes reflection above the top as well as transmission below it. Let the curvature at the top be −mω², and define

u = ħω/k_BT, ε = (E − V₀)/ħω, v = V₀/ħω.

Since dE/k_BT = u dε,

κ = u ∫ P(ε) e^(−uε) dε. (1)

The lower limit is −v when the reactant level is the lowest open energy, and −∞ for an unbounded parabola. From here on m = ħ = ω = 1 in the algebra, so energies are in units of ħω.

**Transmission through a parabola**

For the potential −x²/2, measured from the top, the wave equation is

ψ″ + (x² + 2ε)ψ = 0.

At large |x| the local momentum is p = √(x² + 2ε) ≈ |x| + ε/|x|, so the phase is x²/2 + ε ln|x| and the amplitude is p^(−1/2). The transmitted wave at large positive x is therefore

ψ = B x^(iε−1/2) e^(ix²/2).

At large negative x a wave moving right has phase −x²/2, because its phase must grow with x. With unit incident amplitude,

ψ = |x|^(−iε−1/2) e^(−ix²/2) + R |x|^(iε−1/2) e^(ix²/2).

To relate R to B, continue the transmitted wave along a large arc x = ρe^(iφ), with φ running from 0 to π. The modulus of e^(ix²/2) is exp(−½ρ² sin 2φ). In the first quadrant this wave is the decaying solution, with no growing partner. In the second quadrant it is the growing one, so its coefficient cannot be altered by a decaying admixture. At φ = π it becomes the reflected wave, and

R = B e^(iπ(iε−1/2)) = −iB e^(−πε).

Flux conservation, |R|² + |B|² = 1, then gives

P = |B|² = 1/(1 + e^(−2πε)). (2)

Half the particles pass at the top, and the classical step is smeared over an energy of order ħω/2π. Direct integration of the wave equation at ε = −0.3, 0 and 0.4 agrees with (2) to a relative 1.3 × 10⁻⁵.

**The thermal integral and Wigner's term**

Call the integral in (1), with (2) inserted, I. Integrate the same function around a rectangle between the real axis and the line Im ε = 1. Raising ε by i leaves the denominator unchanged and multiplies the numerator by e^(−iu). The vertical sides vanish at infinity if 0 < u < 2π. The enclosed pole is at ε = i/2, where the derivative of the denominator is −2πe^(−iπ) = 2π, so the residue is e^(−iu/2)/2π. Hence

(1 − e^(−iu)) I = i e^(−iu/2).

Dividing by e^(−iu/2) turns the left side into 2i sin(u/2) I, so I = 1/[2 sin(u/2)] and

κ_par = (u/2)/sin(u/2), 0 < u < 2π. (3)

With z = u/2 and sin z = z(1 − z²/6 + z⁴/120 − …), the reciprocal series is

z/sin z = 1 + z²/6 + (1/36 − 1/120)z⁴ + … = 1 + z²/6 + 7z⁴/360 + …

and therefore

κ_par = 1 + u²/24 + 7u⁴/5760 + … (4)

The first two terms are Wigner's factor, κ_W = 1 + u²/24. Its excess over one grows as ω² and falls as 1/T².

**The numbers at 300 K**

A wavenumber of 1000 cm⁻¹ corresponds to ħω = 0.1240 eV, or ħω/k_B = 1438.8 K. Then

u = 1438.8/300 = 4.796,
κ_W = 1 + 4.796²/24 = 1 + 0.958 = 1.96.

The next term in (4) is 0.643, two thirds of the term retained, so the truncated series has not converged. The closed form (3) gives 3.54. A factor near 2 is thus the value of a leading-order formula used outside the range where its corrections are small. The ratio of the second correction to the first is 7u²/240, so keeping it below one tenth requires u < 1.85, which for this frequency means T above about 780 K.

**Where the parabola fails**

Far below the top, (2) becomes P ≈ e^(2πε), and the integrand of (1) varies as e^((2π−u)ε). As ε → −∞ this decays if u < 2π and grows if u > 2π. The boundary u = 2π defines the crossover temperature,

T_c = ħω/(2πk_B) = 1438.8 K/6.2832 = 229 K. (5)

It is proportional to ω and independent of barrier height. Since u = 2πT_c/T, both factors depend on temperature through T_c/T alone:

κ_W = 1 + (π²/6)(T_c/T)²,
κ_par = (πT_c/T)/sin(πT_c/T).

Just above T_c, sin(πT_c/T) ≈ π(1 − T_c/T), so κ_par ≈ T_c/(T − T_c). Wigner's factor passes through the same point with the unremarkable value 1 + π²/6 = 2.64. It gives no warning that the expansion has broken down.

The divergence belongs to a parabola without a bottom. Moving a cutoff from 20 to 40 quanta below the top multiplies the integral by 1.00001 at 1.1T_c, but by about 10⁶ at 0.9T_c. A real barrier has a reactant level, and tunnelling from below it is impossible. Cutting the parabola off at depth v gives, at T_c,

κ = 2π ∫ dε/(1 + e^(2πε)) from −v to ∞ = ln(1 + e^(2πv)) ≈ 2πv = V₀/k_BT_c.

The antiderivative used is −ln(1 + e^(−2πε)). For V₀ = 0.25 eV, v = 2.016 and the result is 12.7: large, but finite.

**A barrier with a bottom**

A cut-off parabola has the wrong shape near its foot. A smooth alternative is the Eckart barrier,

V = As + Bs(1 − s), s = 1/(1 + e^(−x/a)).

It runs from 0 on the reactant side to A on the product side. Let v₁ and v₂ be the forward and reverse heights, and choose

A = v₁ − v₂, B = (√v₁ + √v₂)².

The maximum follows from dV/ds = A + B − 2Bs = 0. There V = (A + B)²/4B, which equals v₁ because A + B = 2√v₁(√v₁ + √v₂). With ds/dx = s(1 − s)/a and s(1 − s) = (B² − A²)/4B² at the top, the curvature is −(B² − A²)²/(8B³a²). Setting it to −1 fixes

a² = (B² − A²)²/(8B³).

Let α = a√(2E), β = a√(2(E − A)) and δ = ½√(8a²B − 1), which is real for the barriers used here. Put ψ = s^λ(1 − s)^μ F with λ = iα and μ = −iβ; the second factor is the outgoing wave on the product side. Substitution gives

s(1−s)F″ + [1 + 2λ − (2 + 2λ + 2μ)s]F′ − [(λ+μ)(λ+μ+1) + 2a²B]F = 0.

This is the hypergeometric equation with parameters ½ + λ + μ ± iδ. The required solution is the one regular at s = 1. The standard connection formula, applied near s = 0, splits it into an incident part s^λ and a reflected part s^(−λ), with coefficients

C_in = Γ(1+2μ)Γ(−2λ)/[Γ(½+μ−λ+iδ)Γ(½+μ−λ−iδ)],
C_ref = Γ(1+2μ)Γ(2λ)/[Γ(½+λ+μ+iδ)Γ(½+λ+μ−iδ)].

In the ratio |C_ref/C_in|² the numerator gamma functions cancel in modulus. Using |Γ(½ + iz)|² = π/cosh πz and 2 cosh X cosh Y = cosh(X+Y) + cosh(X−Y), one finds

P = 1 − [cosh 2π(α−β) + cosh 2πδ]/[cosh 2π(α+β) + cosh 2πδ]. (6)

Direct wave integration at 0.6, 1.0 and 1.2 times v₁, for both barriers below with v₁ = 0.25 eV, agrees with (6) to a relative 4 × 10⁻⁹.

For equal heights A = 0, B = 4v and a² = v/2, so α = β = √(vE) and δ = 2√(v² − 1/16). When the hyperbolic arguments are large,

P ≈ 1/{1 + exp[4π√(v² − 1/16) − 4π√(vE)]}. (7)

**How finite height changes the correction**

Equation (7) gives P = ½ at E_h = v − 1/(16v), slightly below the top. Define σ = 2√v(√E − √E_h), so that P = 1/(1 + e^(−2πσ)). For large v, solving for the energy gives

ε ≈ −1/(16v) + σ + σ²/(4v).

Integrating (1) by parts turns κ into the average of e^(−uε) with weight dP/dσ. This weight is even in σ, so ⟨σ⟩ = 0. Its second moment follows from (4): for a parabola ⟨e^(−uσ)⟩ = 1 + u²/24 + …, hence ⟨σ²⟩ = 1/12. To order ħ², where u counts as ħ and 1/v as ħ,

κ − 1 ≈ −u[−1/(16v) + 1/(48v)] + u²/24
 = (u²/24)(1 + k_BT/V₀), (8)

because uv = V₀/k_BT. At u = 0.3 and V₀/k_BT = 20, the numerical correction divided by u²/24 is 1.0525. Equation (8) predicts 1.05, and the next parabolic term, 7u²/240 = 0.0026, is close to the remaining 0.0025.

Deep tunnelling works the other way. At depth d = v − E the exponent in (7), without the small shift, is 2π times

2√v(√v − √E) = d + d²/(4v) + …

This exceeds the parabola's d, because the Eckart barrier is wider than the parabola that matches its top. Not every smooth barrier is: V = v exp(−x²/2v − x⁴/2v²) is narrower than its parabola and, at 0.25 eV and 300 K, gives κ = 5.8, above the parabola's value. Low energies therefore contribute less. The two effects compete:

- At 500 K the symmetric 0.25 eV barrier gives 1.48, slightly above the parabola's 1.45.
- At 300 K it gives 2.85, well below the parabola's 3.54.

With frequency and temperature held fixed at 1000i cm⁻¹ and 300 K, heights of 0.15, 0.25 and 0.50 eV give 2.70, 2.85 and 3.06. The rise with height is opposite to the trend of (8), another sign that the ħ² term does not control the result at u = 4.8.

**What happens at the crossover**

The most strongly contributing energy shows what T_c means for a finite barrier. Above T_c, use the parabola and set the derivative of −uε − ln(1 + e^(−2πε)) to zero:

2π/(1 + e^(2πε)) = u, so ε* = (1/2π) ln(2π/u − 1).

At 300 K, ε* = −0.186, which is 0.023 eV below the top. For the symmetric 0.25 eV barrier the computed maximum lies at 0.227 eV, the same distance down. The flux still peaks close to the top of the barrier.

Well below T_c the maximum lies deep enough for (7) to reduce to a pure exponential. Its energy-dependent exponent, with the Boltzmann factor included, is 4π√(vE) − uE. Setting the derivative to zero gives

2π√(v/E) = u, so E* = V₀(T/T_c)². (9)

The left side is a classical period. In the upturned sech² barrier V = v/cosh²(x/b), with b = 2a = √(2v), a particle oscillates between the turning points with period

τ = 2 ∫ dx/√(2(V − E)) = 2πb/√(2E) = 2π√(v/E),

where the substitution w = sinh(x/b) makes the integral elementary. Restoring units, (9) says that this period equals ħ/k_BT. For this barrier the shortest period, 2π/ω, occurs at the top, so such an orbit exists only for T < T_c. In a barrier narrower than its parabola the period first shortens below the top, and the orbit appears already above T_c. At 150 K, (9) gives E* = 0.25 × (150/229)² = 0.107 eV, and the maximum of the computed flux is also at 0.107 eV. The flux maximum has moved from near the barrier top to below half its height, where the saddle frequency alone no longer describes the barrier.

Nothing diverges on the way. At T_c, (7) and the Boltzmann factor combine below the top, apart from the small shift, to exp[−2π(√v − √E)²]. The parabola's flat integrand has become half of a Gaussian. With y = √v − √E and dE ≈ 2√v dy in magnitude, the leading estimate for a high barrier is

κ(T_c) ≈ 2π × 2√v × ½ × √(1/2) = √2 π√v.

It grows as √v, not as v. For v = 2.016 this is 6.3, and the full calculation also gives 6.3. So close a match is partly accidental, since corrections of order one have been dropped. The cut-off parabola's 12.7 is twice as large.

**What the factor means for a rate**

The forward barrier of 0.25 eV and, for the exothermic case, the reverse barrier of 0.75 eV are round model values, not results for a particular reaction. The exothermic barrier gives κ = 2.84 at 300 K, almost the same as the symmetric one. At 500 K it gives 1.45 and Wigner's formula 1.35, which is 7% lower. At 300 K Wigner's value is 31% below the exothermic Eckart value. Raising the temperature from 300 to 500 K roughly halves the Eckart factor.

Tunnelling can also be expressed as an apparent lowering of the barrier, k_BT ln κ. At 300 K this is 17 meV for Wigner's factor and 27 meV for the exothermic Eckart barrier. An error of 50 meV in the computed barrier would change the rate by exp(0.050/0.02585) ≈ 7, more than any of the tunnelling factors found here at 300 K. If the barrier is uncertain by that much, its height deserves attention before the choice of tunnelling formula at 300 K.

The frequency matters less, but not negligibly. Differentiating κ_W gives δκ_W = 2(κ_W − 1) δω/ω, or about 0.19 for a 10% change. Recalculation at 900 and 1100 cm⁻¹ gives κ_W = 1.78 and 2.16, with T_c = 206 and 252 K. Wigner's formula understates this sensitivity at 300 K: with the height held at 0.25 eV, the symmetric Eckart factor is 2.35 at 900 cm⁻¹ and 3.51 at 1100 cm⁻¹, against 2.85 at 1000 cm⁻¹.

**When the estimate can be used**

For this saddle, Wigner's factor is a fair correction at 500 K and a low one at 300 K, judged against the Eckart barriers. Below 229 K it should not be used. At 150 K it gives 4.8, while the symmetric and exothermic Eckart barriers give about 120 and 180. These two share the same forward height and top curvature, so their difference comes from the rest of the barrier. It understates the spread: symmetric sech, Gaussian and cos² barriers with the same height and curvature give about 80, 210 and 590.

All these values inherit the one-dimensional model. A light atom may cut the corner of a curved reaction path, zero-point energies may change along it, and trajectories may recross the saddle. None of these effects has been sized here. They require the potential surface away from the saddle, which a single imaginary frequency does not contain. The main values are in the numerical output below.

Numbers as computed

```
Imaginary wavenumber: 1000 cm^-1
Barrier quantum hbar*omega: 0.12398 eV
hbar*omega/kB: 1438.78 K
Crossover temperature: 228.99 K
kB*T at 300 K: 0.02585 eV
u at 300 K: 4.7959 (dimensionless)
Wigner term u^2/24 at 300 K: 0.9584
Wigner factor at 300 K: 1.9584
Next series term 7u^4/5760 at 300 K: 0.6429
Full parabola factor at 300 K: 3.5422
Forward barrier: 0.25 eV; reverse: 0.75 eV
Forward barrier / hbar*omega: 2.0164
kB*T/V0 at 300 K: 0.1034
Parabola cut at 0.25 eV, 300 K: 3.3815
Parabola cut at 0.25 eV, at crossover: 12.669
Symmetric Eckart factor, 0.15 eV, 300 K: 2.6968
Symmetric Eckart factor, 0.25 eV, 300 K: 2.8489
Symmetric Eckart factor, 0.50 eV, 300 K: 3.0601
Exothermic Eckart factor, 300 K: 2.8374
Apparent barrier lowering at 300 K, Wigner: 17.38 meV
Apparent barrier lowering at 300 K, parabola: 32.70 meV
Apparent barrier lowering at 300 K, exothermic Eckart: 26.96 meV
At 900 cm^-1: Wigner factor 300 K 1.7763, crossover 206.09 K
At 1100 cm^-1: Wigner factor 300 K 2.1596, crossover 251.89 K
At 500.00 K: u 2.8776, Wigner 1.3450, symmetric Eckart 1.4762, exothermic Eckart 1.4450
At 228.99 K: u 6.2832, Wigner 2.6449, symmetric Eckart 6.3019, exothermic Eckart 6.6710
At 150.00 K: u 9.5918, Wigner 4.8335, symmetric Eckart 118.8110, exothermic Eckart 184.7712
Full parabola factor at 500 K: 1.4514
Peak flux energy, symmetric Eckart, 300 K: 0.2273 eV
Peak flux energy, symmetric Eckart, 150 K: 0.1072 eV
Period-formula energy at 150 K: 0.1073 eV
Cutoff 20 to 40 quanta, growth at 1.1 Tc: 1.000011
Cutoff 20 to 40 quanta, growth at 0.9 Tc: 1.158e+06
Finite-height test, V0/kBT = 20, u = 0.3: correction / (u^2/24) = 1.0525
Largest relative error, parabola transmission: 1.3e-05
Largest relative error, Eckart transmission: 4.3e-09
```
